# Continuum Phases, Energy Normalization and the Argon 3p Photoelectron Asymmetry

## What an unmatched continuum solution gets wrong

Outward integration of the radial equation gives a continuum function of arbitrary height, whose phase at large distance has not yet been identified. When two partial waves interfere, as they do for a p shell, the photoelectron angles need both. In the argon calculation below, at a kinetic energy of 10 eV, the asymmetry parameter of the 3p shell is $\beta=1.76$. Keeping only the Coulomb phases and dropping those caused by the atomic core gives $1.05$.

The height matters too. Started from $r^{l+1}$ at the origin, the s and d solutions have far amplitudes $0.1053$ and $0.0289$. If these are not divided out, the ratio of d to s dipole integrals is $-0.56$ instead of $-2.03$, and the d wave appears to carry 38% of the cross section instead of 89%.

## The radial problem and its conventions

Atomic units are used unless a unit is shown. The electron moves in a central potential $V(r)$ with energy $E=k^2/2$, and its radial function $u=rR(r)$ obeys

$$u''+q(r)u=0,\qquad q=2(E-V)-\frac{\lambda}{r^2},\qquad \lambda=l(l+1). \tag{1}$$

The regular solution vanishes at the origin and is taken positive just outside it.

For argon, $V$ is the self-consistent Hartree-Fock-Slater potential with full Slater exchange,

$$V=-\frac{Z}{r}+V_H-3\left(\frac{3\rho}{8\pi}\right)^{1/3},\qquad Z=18,$$

where $\rho$ is the electron density and $V_H$ its electrostatic potential. For a neutral atom this expression dies out at large $r$, whereas a departing electron should see the charge of the ion. The Latter prescription therefore replaces $V$ by $-1/r$ wherever the expression is weaker than that. The replacement begins at $r_0=2.55$ bohr. The 3p eigenvalue is $-14.51$ eV, and its magnitude serves as the ionization energy.

Beyond $r_0$, equation (1) is the Coulomb equation. Its standard solutions behave at large $r$ as $F_l\to\sin\theta_l$ and $G_l\to\cos\theta_l$, with

$$\theta_l=kr+\frac{\ln(2kr)}{k}-\frac{l\pi}{2}+\sigma_l,\qquad \sigma_l=\arg\Gamma(l+1-i/k). \tag{2}$$

The logarithm arises because the local wave number is $\sqrt{k^2+2/r}\approx k+1/(kr)$, whose integral never settles to $kr$ plus a constant. Outside $r_0$ the regular solution must be a combination

$$u=N(F_l\cos\delta_l+G_l\sin\delta_l)\to N\sin(\theta_l+\delta_l). \tag{3}$$

The short-range phase $\delta_l$ records how the core differs from a point charge.

## Amplitude, phase and the density of states

Write $u=CA\sin\Phi$, where $C$ is constant. Differentiating twice,

$$u''=C\left[(A''-A\Phi'^2)\sin\Phi+(2A'\Phi'+A\Phi'')\cos\Phi\right].$$

One function has been replaced by two, so one condition may be imposed: the cosine term shall vanish. Multiplied by $A$, it reads $(A^2\Phi')'=0$, and we choose the constant so that $\Phi'=1/A^2$. The sine term in (1) then gives Milne's equation,

$$A''+qA=\frac{1}{A^3}. \tag{4}$$

If $A$ becomes constant far out, then $q\to k^2$ gives $A\to k^{-1/2}$.

To fix $C$, enclose the atom in a large sphere with $u(R)=0$. Let $v=\partial u/\partial E$. Since $\partial q/\partial E=2$, differentiating (1) gives $v''+qv+2u=0$. Multiply this by $u$, multiply (1) by $v$, and subtract:

$$(uv'-vu')'=-2u^2 .$$

Both $u$ and $v$ vanish at least as fast as $r^{l+1}$ at the origin, so the lower limit contributes nothing. At an allowed energy $u(R)=0$, hence

$$\int_0^R u^2\,dr=\tfrac12\,v(R)u'(R).$$

At this node $\sin\Phi=0$, so $v=CA\cos\Phi\,\partial_E\Phi$ and $u'=C\cos\Phi/A$. Their product is $C^2\partial_E\Phi$, and

$$\int_0^R u^2\,dr=\frac{C^2}{2}\frac{\partial\Phi(R,E)}{\partial E}. \tag{5}$$

With $\Phi(0)=0$, the levels satisfy $\Phi(R,E_n)=n\pi$. Take the amplitude $A$ that becomes constant far out. Then $\Phi(R,E)$ is $kR$ plus slowly varying terms and does not oscillate between neighbouring levels, so $n=\Phi/\pi$ may be treated as a smooth function of energy, and the density of states is $dn/dE=\partial_E\Phi/\pi$.

A sum over unit-normalized box states becomes $\int dE\,(dn/dE)$ in a large box. This factor is absorbed into the wave function if the squared norm in (5) equals $dn/dE$. Thus $C^2=2/\pi$, and the energy-normalized function is

$$u_E=\sqrt{\frac{2}{\pi}}\,A\sin\Phi\;\to\;\sqrt{\frac{2}{\pi k}}\sin(\theta_l+\delta_l). \tag{6}$$

The matched solution must therefore be multiplied by $\sqrt{2/(\pi k)}/N$. The factor $\sqrt{2/(\pi k)}$ is common to all $l$ at one energy and cancels from $\beta$, but not from the cross section. The factors $1/N$ differ between partial waves and are needed for both.

## Numerov integration and its error

The solution varies rapidly near the nucleus, so put $r=e^x$ and $u=r^{1/2}y(x)$. Then $du/dr=e^{-x/2}(y_x+y/2)$, and a second differentiation gives

$$\frac{d^2u}{dr^2}=e^{-3x/2}\left(y_{xx}-\frac y4\right).$$

The first-derivative terms have cancelled, which is the reason for the factor $r^{1/2}$. Equation (1) becomes

$$y_{xx}=gy,\qquad g=(l+\tfrac12)^2+2r^2(V-E),$$

since $\lambda+1/4=(l+1/2)^2$.

For step $h$, let $D y_n=y_{n+1}-2y_n+y_{n-1}$. Taylor expansion gives

$$Dy=h^2y^{(2)}+\frac{h^4}{12}y^{(4)}+\frac{h^6}{360}y^{(6)}+\cdots,$$

$$Dy^{(2)}=h^2y^{(4)}+\frac{h^4}{12}y^{(6)}+\cdots .$$

Use the second line to remove $y^{(4)}$ from the first:

$$Dy=h^2y^{(2)}+\frac{h^2}{12}Dy^{(2)}-\frac{h^6}{240}y^{(6)}+\cdots, \tag{7}$$

because $1/360-1/144=-1/240$. Now insert $y^{(2)}=gy$, define $t=h^2g/12$ and $w=(1-t)y$, and drop the remainder. The terms at $n\pm1$ combine into $w_{n\pm1}$, while those at $n$ give $(2+12t_n-2t_n)y_n$. Therefore

$$w_{n+1}=\frac{2+10t_n}{1-t_n}\,w_n-w_{n-1}. \tag{8}$$

The start follows from $u=r^{l+1}(1+ar)$. At order $r^l$, equation (1) requires $a[(l+2)(l+1)-l(l+1)]=-2Z$, so $a=-Z/(l+1)$.

Dividing the remainder in (7) by $h^2$ shows that the numerical solution obeys the differential equation with an extra source of order $h^4$. The accumulated error is therefore of fourth order when $V$ is smooth. In a pure Coulomb field the correct short-range phase is zero; halving the step reduced the computed phase by a factor $15.97$, close to $2^4$.

The argon potential has a kink at $r_0$, which makes the third derivative of $y$ jump by some $J$. If the kink lies on a grid point, the jump adds $h^3J/6$ to $Dy$ but $h^3J/12$ to the right side of (7). The unmatched $h^3J/12$ in one second difference acts like a change of slope by $h^2J/12$. The kink therefore leaves a second-order error, small here because the step is small. Doubling the step from $0.0025$ changed each tested phase by less than $10^{-4}$ rad.

## Matching to F and G

Let $a$ and $b$ label two radii beyond $r_0$, and write $u=cF+sG$. Solving the two linear equations gives

$$c=\frac{u_aG_b-u_bG_a}{W},\qquad s=\frac{F_au_b-F_bu_a}{W},\qquad W=F_aG_b-F_bG_a. \tag{9}$$

Comparison with (3) yields $N=\sqrt{c^2+s^2}$ and $\delta=\operatorname{atan2}(s,c)$. The two-argument arctangent keeps the quadrant, so $\delta$ is known modulo $2\pi$. An ordinary arctangent of $s/c$ would leave an ambiguity of $\pi$, which could reverse the interference between two partial waves.

Far out, $W\to\sin(\theta_a-\theta_b)$. Errors in $u$ are magnified by $1/|W|$, so the radii must not be nearly a whole number of half-wavelengths apart, nor very close together.

At 10 eV, $k=0.8573$, and the radii are $19.025$ and $20.000$ bohr. For the s wave,

$$u_a=0.098685,\quad F_a=0.93188,\quad G_a=-0.25891,$$

$$u_b=0.042277,\quad F_b=0.38364,\quad G_b=-0.88944.$$

Equation (9) gives $W=-0.7295$, $c=0.10531$ and $s=-0.00211$. Thus $N=0.1053$ and $\delta_0=-0.0200$ rad. The same operation for the d wave gives $c=0.00194$, $s=0.02884$, $N=0.0289$ and $\delta_2=1.5036$ rad.

Moving the match to about 10 bohr left both phases unchanged within $10^{-4}$ rad. Matching at half of $r_0$, where the potential is not Coulombic, gives $-0.125$ and $0.307$ rad instead. Two points give a fit whenever $W\ne0$, whatever the potential there; agreement at a second pair of radii tests whether it has meaning.

## Milne's method as a separate calculation

Equation (4) has many solutions, and most oscillate at large $r$. The smooth one is selected by starting far out from a series. Let $p=\Phi'=1/A^2$. Equation (4) becomes $p^2=q+A''/A$, with $q=k^2+2/r-\lambda/r^2$ outside the core. Try

$$p=k+\frac1{kr}-\frac{c_2}{r^2}+\frac{c_3}{r^3}+\cdots .$$

To the order needed, $A=k^{-1/2}[1-1/(2k^2r)]$, so $A''/A=-1/(k^2r^3)$. Equating the coefficients of $r^{-2}$ and $r^{-3}$ gives

$$-2kc_2+\frac1{k^2}=-\lambda,\qquad 2kc_3-\frac{2c_2}{k}=-\frac1{k^2},$$

and hence

$$c_2=\frac{\lambda}{2k}+\frac1{2k^3},\qquad c_3=\frac{\lambda-1}{2k^3}+\frac1{2k^5}.$$

Integrating $p$, with the constant fixed by (2), gives the Coulomb phase

$$\varphi=\theta_l+\frac{c_2}{r}-\frac{c_3}{2r^2}+\cdots . \tag{10}$$

Start at $r=300$ bohr and integrate $A$ and $\varphi'=1/A^2$ inward through the full potential. The regular solution is proportional to $A\sin(\varphi+\delta_l)$. It vanishes at the origin and is positive just outside, so

$$\delta_l=-\varphi(0)\quad\text{modulo }2\pi. \tag{11}$$

The integration stops at a small radius $\epsilon$. There $A$ follows the irregular solution, $A\propto r^{-l}$, so the missing phase is $\int_0^\epsilon dr/A^2=\epsilon/[(2l+1)A^2(\epsilon)]$. It is subtracted from $\varphi(\epsilon)$ to obtain $\varphi(0)$.

This road uses neither the Numerov solution nor $F$ and $G$. It gives $\delta_0=-0.0200$ and $\delta_2=1.5036$ rad, as before. Near $r=1$ bohr the energy-normalized functions are $0.4496$ and $0.8361$ by both methods. The starting series requires $k^2r\gg1$, so the outer radius must grow as threshold is approached.

Equation (5) offers another check. A box level at $9.70$ eV gives a squared d-wave dipole integral of $1.5811$ after multiplication by the density of states. The matched Numerov function at that energy gives $1.5814$, a relative difference of about $10^{-4}$.

## From radial functions to angles

Assume linearly polarized light along $z$, the electric-dipole approximation, no spin-orbit coupling, and a core that does not relax. The dipole operator takes the 3p electron to s and d waves, with radial integrals

$$R_{s,d}=\int_0^\infty u_{E,l}(r)\,r\,u_{3p}(r)\,dr,\qquad l=0,2.$$

An electron detected along $\hat{\mathbf k}$ requires a final state whose outgoing part has, in every partial wave, the phase it has in a plane wave, apart from the logarithm in (2), which is common to all $l$. In a plane wave the $l$th term carries $i^l\sin(kr-l\pi/2)$, so neither the Coulomb phase nor the core phase may remain in the outgoing part. Put $\xi_l=\sigma_l+\delta_l$. The outgoing part of $\sin(kr+\cdots+\xi_l)$ carries $e^{i\xi_l}$, so each partial wave in the final state is multiplied by $i^le^{-i\xi_l}$. The transition amplitude contains the complex conjugate:

$$T_m=\sum_l(-i)^le^{i\xi_l}R_lY_{lm}(\hat{\mathbf k})\langle Y_{lm}|\cos\theta|Y_{1m}\rangle. \tag{12}$$

From the explicit spherical harmonics,

$$\cos\theta\,Y_{10}=\frac{Y_{00}}{\sqrt3}+\frac{2Y_{20}}{\sqrt{15}},\qquad \cos\theta\,Y_{1,\pm1}=\frac{Y_{2,\pm1}}{\sqrt5}.$$

Let $P_2=(3\cos^2\theta-1)/2$ and $\Delta=\xi_2-\xi_0$, with $\theta$ now the emission angle from the polarization. Since $(-i)^2=-1$,

$$|T_0|^2=\frac1{12\pi}\left[R_s^2-4R_sR_d\cos\Delta\,P_2+4R_d^2P_2^2\right],$$

$$|T_1|^2+|T_{-1}|^2=\frac{9R_d^2}{12\pi}\sin^2\theta\cos^2\theta.$$

The d-wave terms add to

$$(3\cos^2\theta-1)^2+9\cos^2\theta(1-\cos^2\theta)=1+3\cos^2\theta=2+2P_2.$$

The fourth powers have cancelled because the closed shell contributes all $m$ equally. The sum is

$$\sum_m|T_m|^2=\frac{R_s^2+2R_d^2}{12\pi}(1+\beta P_2),$$

$$\boxed{\beta=\frac{2R_d^2-4R_sR_d\cos\Delta}{R_s^2+2R_d^2}}. \tag{13}$$

A pure s wave is isotropic. A pure d wave gives $\beta=1$. Larger values need interference. The minus sign before it was tested on a plane-wave transition whose angular distribution can be found directly.

For the cross section, let the field perturbation be $\mathcal E z\cos\omega t$. The golden rule gives the rate $2\pi(\mathcal E/2)^2|\langle E|z|i\rangle|^2$. The photon flux is $\mathcal E^2/(8\pi\alpha\omega)$, where $\alpha=1/c$. Their ratio is $4\pi^2\alpha\omega|\langle E|z|i\rangle|^2$. Integrating (13) over angles gives $(R_s^2+2R_d^2)/3$, and two spins double it:

$$\sigma=\frac{4\pi^2\alpha\omega}{3}\,2(R_s^2+2R_d^2)\,a_0^2. \tag{14}$$

Here $\omega$ is in hartree and $a_0$ is the bohr.

## Argon 3p at 10 eV

The Coulomb phases are $\sigma_0=0.2752$ and $\sigma_2=-1.1149$ rad. Hence

$$\Delta=(-1.1149+1.5036)-(0.2752-0.0200)=0.1335\ \text{rad}.$$

The core phase of the d wave nearly cancels the Coulomb difference of $-1.390$ rad. With $R_s=0.5879$ and $R_d=-1.1930$,

$$R_s^2+2R_d^2=0.3456+2.8465=3.1921,$$

$$-4R_sR_d\cos\Delta=2.7803,\qquad \beta=\frac{2.8465+2.7803}{3.1921}=1.763.$$

Because $R_d$ is negative and $\cos\Delta$ positive, the interference favours emission along the polarization. The photon energy is $24.51$ eV, and (14) gives $\sigma=15.5$ Mb.

The effect of a phase error follows from (13):

$$\frac{\partial\beta}{\partial\Delta}=\frac{4R_sR_d\sin\Delta}{R_s^2+2R_d^2}=-0.117\ \text{per rad}.$$

An error of $10^{-4}$ rad in $\Delta$ thus changes $\beta$ by about $10^{-5}$. The small value reflects the nearness of $\Delta$ to zero. Dropping the core phases altogether is not a small change, and it produces the $1.05$ quoted at the start.

## Through the Cooper minimum

Selected energies show the change of sign in the d-wave integral:

| $E$ (eV) | $R_s$ | $R_d$ | $\beta$ | $\sigma$ (Mb) |
|---:|---:|---:|---:|---:|
| 2 | 0.976 | −3.126 | 0.86 | 66.9 |
| 10 | 0.588 | −1.193 | 1.76 | 15.5 |
| 20 | 0.377 | −0.174 | 1.15 | 1.38 |
| 25 | 0.315 | −0.015 | 0.10 | 0.78 |
| 30 | 0.268 | 0.072 | −0.22 | 0.72 |
| 40 | 0.202 | 0.149 | 0.33 | 0.92 |
| 60 | 0.128 | 0.174 | 1.04 | 1.14 |

In this model $R_d$ vanishes at a kinetic energy of $25.7$ eV, or a photon energy of $40.2$ eV. The s wave remains, so the cross section there is $0.75$ Mb rather than zero, and the emission is isotropic. The cross section at 30 eV is slightly lower, so its minimum does not coincide with the zero of $R_d$.

The numerator of (13) is $2R_d(R_d-2R_s\cos\Delta)$. Just above the zero, $R_d$ is positive but smaller than $2R_s\cos\Delta$, which makes $\beta$ negative. At 30 eV these two quantities are $0.072$ and $0.198$. By 40 eV their order has reversed, and $\beta$ is positive again.

Near the zero, (13) reduces to $\beta\approx-4(R_d/R_s)\cos\Delta$. At 25 eV, where $\Delta=1.042$ rad, an error of $0.003$ in $R_d$ would change $\beta$ by about $0.02$. Absolute, not relative, accuracy in $R_d$ is what matters here. As a check on the integrals, the length and velocity forms were required to agree within $0.003$ atomic units at every energy calculated. Their equality follows from the commutator of $r$ with a local Hamiltonian, provided both functions belong to the same potential.

That agreement does not measure the quality of the potential. The model omits nonlocal exchange, relaxation of the ion and coupling between ionization channels. Since $\beta$ changes rapidly near the Cooper minimum, a modest shift of the zero of $R_d$ would alter it strongly at a fixed photon energy. The converged digits describe this potential, not the measured spectrum of argon. The numerical check printed below gives the remaining energies and the comparisons between methods.

## Values computed for the example and the checks

```
SCF iterations: 38
3p eigenvalue: -0.53322 hartree = -14.510 eV
Latter tail begins at r0 = 2.5509 bohr
Numerov log step: 0.0025; Coulomb error ratio: 15.97
Example: E = 0.367493 hartree, k = 0.857314 1/bohr
Matching radii: 19.02459, 20.00000 bohr
l=0 raw u at radii: 9.8685374e-02, 4.2276676e-02
l=0 F at radii: 0.9318767, 0.3836404
l=0 G at radii: -0.2589139, -0.8894420
l=0 raw amplitude N: 1.0533532e-01
l=0 delta: match -0.02000, Milne -0.02001 rad
l=0 u_E at r=1.0007 bohr: match 0.44957, Milne 0.44957 a.u.
l=0 delta if matched at r0/2: -0.1254 rad
l=0 box level 9.7620 eV: R^2 box 0.35431, Numerov 0.35434 a.u.
l=0 Coulomb sigma: 0.27518 rad
l=2 raw u at radii: -2.3772644e-02, -3.4871458e-03
l=2 F at radii: -0.5723004, -0.9714511
l=2 G at radii: -0.7856407, -0.0554971
l=2 raw amplitude N: 2.8909707e-02
l=2 delta: match 1.50358, Milne 1.50358 rad
l=2 u_E at r=1.0007 bohr: match 0.83613, Milne 0.83613 a.u.
l=2 delta if matched at r0/2: 0.3074 rad
l=2 box level 9.6973 eV: R^2 box 1.58113, Numerov 1.58135 a.u.
l=2 Coulomb sigma: -1.11488 rad
10 eV: Rs = 0.58785, Rd = -1.19301 a.u.
10 eV: total phase difference = 0.13352 rad
10 eV: beta = 1.7627, sigma = 15.463 Mb
10 eV: beta without short-range phases = 1.0497
Table: E(eV) photon(eV) Rs(a.u.) Rd(a.u.) D(rad) beta sigma(Mb)
   2   16.51   0.9756  -3.1261  -1.7271  0.8609   66.884
   5   19.51   0.7874  -2.6147  -0.7859  1.3638   55.117
  10   24.51   0.5879  -1.1930   0.1335  1.7627   15.463
  15   29.51   0.4625  -0.4905   0.5824  1.7825    4.055
  20   34.51   0.3768  -0.1740   0.8512  1.1523    1.381
  25   39.51   0.3146  -0.0150   1.0419  0.1003    0.776
  30   44.51   0.2675   0.0717   1.1923 -0.2207    0.720
  40   54.51   0.2016   0.1494   1.4313  0.3270    0.919
  50   64.51   0.1582   0.1727   1.6245  0.7738    1.079
  60   74.51   0.1279   0.1742   1.7879  1.0369    1.135
Rd zero: kinetic 25.682 eV, photon 40.192 eV
At Rd zero: Rs = 0.30738 a.u., |beta| = 6.6e-13, sigma = 0.7505 Mb
Plane-wave test: k = 1.3 a.u., beta = -0.42317
```
